# Adsorption minima of a rigid two-donor precursor on a square lattice: a numerical check

```python
"""
Result under test: a rigid flat molecule with two identical donors (separation d)
above a square lattice (constant a, atoms at top sites) has, for 0 < d < 3a/2 and
d != a/2, only these energy minima if the donors are top-seeking:
  aligned with a lattice axis: centre on top (d < a/2) or on bridge (d > a/2);
  along the diagonal: centre on hollow, only for d > a/sqrt(2).
Donor energy: tau*M_top(z) + (1-tau)*M_hollow(z), tau = (2+cos gx+cos gy)/4,
g = 2 pi/a, M = Morse curve with depth D, minimum height z0, common decay alpha.
S = 4*(mean tau) - 2 is the registry sum. Units: angstrom, eV, radian.
Minima are searched by descent in centre X, Y, height z and azimuth phi.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

a, alpha = 3.0, 1.5
g = 2 * np.pi / a
TOP, HOLLOW = (0.80, 2.10), (0.40, 2.00)      # (depth, height of minimum)


def morse(z, curve):
    w = np.exp(-alpha * (z - curve[1]))
    return curve[0] * (w * w - 2 * w)


def morse_slope(z, curve):
    w = np.exp(-alpha * (z - curve[1]))
    return 2 * alpha * curve[0] * (w - w * w)


def donors(q, d):
    X, Y, z, phi = q
    return [(s, X + s * d / 2 * np.cos(phi), Y + s * d / 2 * np.sin(phi))
            for s in (1, -1)]


def energy(q, d, top=TOP, hollow=HOLLOW):
    total = 0.0
    for _, x, y in donors(q, d):
        tau = (2 + np.cos(g * x) + np.cos(g * y)) / 4
        total = total + tau * morse(q[2], top) + (1 - tau) * morse(q[2], hollow)
    return total


def gradient(q, d, top=TOP, hollow=HOLLOW):
    z, phi = q[2], q[3]
    difference = morse(z, top) - morse(z, hollow)
    slope_top, slope_hollow = morse_slope(z, top), morse_slope(z, hollow)
    out = np.zeros_like(q)
    for s, x, y in donors(q, d):
        tau = (2 + np.cos(g * x) + np.cos(g * y)) / 4
        fx = -g / 4 * np.sin(g * x) * difference
        fy = -g / 4 * np.sin(g * y) * difference
        out[0] += fx
        out[1] += fy
        out[2] += tau * slope_top + (1 - tau) * slope_hollow
        out[3] += s * d / 2 * (fy * np.cos(phi) - fx * np.sin(phi))
    return out


def classify(q):
    """Centre site and azimuth in degrees, folded by the site symmetry.
    On bridge the azimuth is measured from the line joining the two atoms."""
    cx, cy = np.cos(g * q[0]), np.cos(g * q[1])
    degrees = np.degrees(q[3])
    if min(abs(cx), abs(cy)) < 0.999:
        return ("low symmetry", 0)
    if cx * cy < 0:
        angle = (degrees - (0 if cx < 0 else 90)) % 180
        return ("bridge", int(round(min(angle, 180 - angle))))
    angle = degrees % 90
    return ("top" if cx > 0 else "hollow", int(round(min(angle, 90 - angle))))


def search(d, top=TOP, hollow=HOLLOW, starts=2000):
    """Descent from random starts; the height is relaxed before the rest moves."""
    rng = np.random.default_rng(7)
    q = np.array([rng.uniform(0, a, starts), rng.uniform(0, a, starts),
                  np.full(starts, max(top[1], hollow[1])),
                  rng.uniform(0, np.pi, starts)])
    kappa = np.pi * d / a
    rates = np.array([[0.2], [0.2], [0.08], [0.8 / kappa**2]])
    height_only = np.array([[0.0], [0.0], [0.08], [0.0]])
    for step in range(1000):
        q -= (height_only if step < 100 else rates) * gradient(q, d, top, hollow)
    done = np.max(np.abs(gradient(q, d, top, hollow)), axis=0) < 1e-6
    assert done.mean() > 0.9
    found = {}
    for point in q[:, done].T:
        found.setdefault(classify(point), []).append(
            (energy(point, d, top, hollow), point[2]))
    return {key: np.array(value) for key, value in found.items()}


def closed_form(S):
    """Relaxed energy and height from the registry sum."""
    tau = (2 + S) / 4
    Q = sum(w * D * np.exp(alpha * z0)
            for w, (D, z0) in ((tau, TOP), (1 - tau, HOLLOW)))
    R = sum(w * D * np.exp(2 * alpha * z0)
            for w, (D, z0) in ((tau, TOP), (1 - tau, HOLLOW)))
    return -2 * Q * Q / R, np.log(R / Q) / alpha


def registry(azimuth, d):
    kappa = np.pi * d / a
    if azimuth == 0:
        return 1 + abs(np.cos(kappa))
    return 2 * abs(np.cos(kappa / np.sqrt(2)))


def predicted(d):
    classes = {("top", 0) if d < a / 2 else ("bridge", 0)}
    if d > a / np.sqrt(2):
        classes.add(("hollow", 45))
    return classes


def lowest(function):
    return minimize_scalar(function, bounds=(1.0, 4.0), method="bounded",
                           options={"xatol": 1e-10})


def relaxed(X, Y, phi, d):
    return lowest(lambda z: energy((X, Y, z, phi), d)).fun


# The analytic gradient used in the descent agrees with finite differences.
probe = np.array([0.37, 1.12, 2.2, 0.6])
numeric = [(energy(probe + e, 3.3) - energy(probe - e, 3.3)) / 2e-5
           for e in 1e-5 * np.eye(4)]
assert np.allclose(numeric, gradient(probe, 3.3), atol=1e-7)

# Relaxed energy is concave and falling in the mean top weight.
def mixed(tau):
    return lowest(lambda z: 2 * (tau * morse(z, TOP)
                                 + (1 - tau) * morse(z, HOLLOW))).fun


curve = np.array([mixed(t) for t in np.linspace(0, 1, 41)])
assert np.all(np.diff(curve) < 0) and np.all(np.diff(curve, 2) < 0)
slope_zero = 2 * (morse(HOLLOW[1], TOP) + HOLLOW[0])
assert abs((mixed(1e-4) - mixed(0.0)) / 1e-4 - slope_zero) < 1e-3

print(f"lattice constant a = {a:.2f} A, Morse decay alpha = {alpha:.2f} 1/A")
print(f"top curve: depth {TOP[0]:.2f} eV, height {TOP[1]:.2f} A")
print(f"hollow curve: depth {HOLLOW[0]:.2f} eV, height {HOLLOW[1]:.2f} A")
bridge = lowest(lambda z: (morse(z, TOP) + morse(z, HOLLOW)) / 2)
assert abs(bridge.fun - closed_form(0.0)[0] / 2) < 1e-9
assert abs(bridge.x - closed_form(0.0)[1]) < 1e-5
print(f"resulting bridge curve: depth {-bridge.fun:.4f} eV, height {bridge.x:.4f} A")
print(f"top curve at hollow height: {morse(HOLLOW[1], TOP):.4f} eV")
print(f"slope of relaxed energy at zero top weight: {slope_zero:.4f} eV")

# Full search against the predicted list, energies and heights.
worst_energy = worst_height = 0.0
for ratio in (0.3, 0.4, 0.68, 0.9, 1.1, 1.3, 1.4):
    found = search(ratio * a)
    assert set(found) == predicted(ratio * a), (ratio, set(found))
    for (site, azimuth), values in found.items():
        E, z = closed_form(registry(azimuth, ratio * a))
        worst_energy = max(worst_energy, np.max(np.abs(values[:, 0] - E)))
        worst_height = max(worst_height, np.max(np.abs(values[:, 1] - z)))
    names = ", ".join(f"{s} {p} deg" for s, p in sorted(found))
    print(f"search d/a = {ratio:.2f}: {names}")
assert worst_energy < 1e-8 and worst_height < 1e-4
print(f"largest energy deviation, search against formula: {worst_energy:.1e} eV")

# Separation at which bridge and hollow minima exchange order.
ratio_cross = brentq(lambda r: np.sin(np.pi * r / 2)**2
                     + np.cos(np.pi * r / np.sqrt(2)), 1.0, np.sqrt(2))
d_cross = brentq(lambda d: relaxed(a / 2, 0, 0, d)
                 - relaxed(a / 2, a / 2, np.pi / 4, d), a, np.sqrt(2) * a)
assert abs(d_cross - ratio_cross * a) < 1e-6
print(f"top to bridge at d = {a / 2:.4f} A")
print(f"hollow minimum appears at d = {a / np.sqrt(2):.4f} A")
print(f"bridge-hollow crossing: d/a = {ratio_cross:.5f}, d = {d_cross:.4f} A")

# At d = a/2 the aligned molecule slides freely in a valley.
positions = np.linspace(0, a, 7)
floor = np.array([relaxed(X, 0, 0, a / 2) for X in positions])
assert np.ptp(floor) < 1e-9
assert all(relaxed(X, 0, 0.1, a / 2) > floor[0] + 1e-5 for X in positions)
assert all(relaxed(X, 0.1, 0, a / 2) > floor[0] + 1e-5 for X in positions)
print(f"valley energy at d = a/2: {floor[0]:.4f} eV")

# Worked separations.
to_kj = constants.e * constants.N_A / 1000
for d in (1.2, 2.7, 3.3, 3.9):
    print(f"d = {d:.1f} A, kappa = {np.pi * d / a:.4f} rad")
    energies = {}
    for site, azimuth in sorted(predicted(d)):
        X, Y = {"top": (0, 0), "bridge": (a / 2, 0), "hollow": (a / 2, a / 2)}[site]
        S = registry(azimuth, d)
        E, z = closed_form(S)
        assert abs(relaxed(X, Y, np.radians(azimuth), d) - E) < 1e-9
        _, x, y = donors((X, Y, z, np.radians(azimuth)), d)[0]
        offset = np.hypot(x - a * round(x / a), y - a * round(y / a))
        energies[site] = E
        print(f"  {site} {azimuth} deg: S = {S:.4f}, z = {z:.4f} A, "
              f"E = {E:.4f} eV, donor-atom offset = {offset:.4f} A")
    if len(energies) == 2:
        gap = energies["hollow"] - energies["bridge"]
        print(f"  E(hollow) - E(bridge) = {gap:.4f} eV = {gap * to_kj:.2f} kJ/mol")

# Hollow-seeking donors: same pattern with the centre shifted by (a/2, a/2).
mirror = search(1.1 * a, top=HOLLOW, hollow=TOP)
assert set(mirror) == {("bridge", 90), ("top", 45)}, set(mirror)
print("curves exchanged, d/a = 1.10: "
      + ", ".join(f"{s} {p} deg" for s, p in sorted(mirror)))

# Slope condition violated: an additional minimum with both donors on hollows.
high_top = (TOP[0], 2.60)
assert morse(HOLLOW[1], high_top) > -HOLLOW[0]
extra = search(a, top=high_top)
assert set(extra) == predicted(a) | {("bridge", 90)}, set(extra)
print(f"top height {high_top[1]:.2f} A: top curve at hollow height "
      f"{morse(HOLLOW[1], high_top):.4f} eV")
print("  minima at d/a = 1.00: "
      + ", ".join(f"{s} {p} deg" for s, p in sorted(extra)))

# Beyond the stated range an oblique minimum exists.
d_long = np.sqrt(5) * a
oblique = search(d_long)
assert ("bridge", 63) in oblique, set(oblique)
E_oblique = oblique[("bridge", 63)][:, 0].min()
assert abs(E_oblique + 2 * TOP[0]) < 1e-8
print(f"d = {d_long:.4f} A: oblique bridge minimum, "
      f"{np.degrees(np.arctan(2)):.2f} deg from the atom-atom line, "
      f"E = {E_oblique:.4f} eV")
print("verified")
```

Printed output:

```
lattice constant a = 3.00 A, Morse decay alpha = 1.50 1/A
top curve: depth 0.80 eV, height 2.10 A
hollow curve: depth 0.40 eV, height 2.00 A
resulting bridge curve: depth 0.5972 eV, height 2.0715 A
top curve at hollow height: -0.7790 eV
slope of relaxed energy at zero top weight: -0.7581 eV
search d/a = 0.30: top 0 deg
search d/a = 0.40: top 0 deg
search d/a = 0.68: bridge 0 deg
search d/a = 0.90: bridge 0 deg, hollow 45 deg
search d/a = 1.10: bridge 0 deg, hollow 45 deg
search d/a = 1.30: bridge 0 deg, hollow 45 deg
search d/a = 1.40: bridge 0 deg, hollow 45 deg
largest energy deviation, search against formula: 1.1e-15 eV
top to bridge at d = 1.5000 A
hollow minimum appears at d = 2.1213 A
bridge-hollow crossing: d/a = 1.20805, d = 3.6242 A
valley energy at d = a/2: -1.3965 eV
d = 1.2 A, kappa = 1.2566 rad
  top 0 deg: S = 1.3090, z = 2.0923 A, E = -1.4593 eV, donor-atom offset = 0.6000 A
d = 2.7 A, kappa = 2.8274 rad
  bridge 0 deg: S = 1.9511, z = 2.0995 A, E = -1.5900 eV, donor-atom offset = 0.1500 A
  hollow 45 deg: S = 0.8310, z = 2.0858 A, E = -1.3623 eV, donor-atom offset = 0.7713 A
  E(hollow) - E(bridge) = 0.2278 eV = 21.97 kJ/mol
d = 3.3 A, kappa = 3.4558 rad
  bridge 0 deg: S = 1.9511, z = 2.0995 A, E = -1.5900 eV, donor-atom offset = 0.1500 A
  hollow 45 deg: S = 1.5322, z = 2.0950 A, E = -1.5047 eV, donor-atom offset = 0.4713 A
  E(hollow) - E(bridge) = 0.0853 eV = 8.23 kJ/mol
d = 3.9 A, kappa = 4.0841 rad
  bridge 0 deg: S = 1.5878, z = 2.0956 A, E = -1.5160 eV, donor-atom offset = 0.4500 A
  hollow 45 deg: S = 1.9360, z = 2.0994 A, E = -1.5869 eV, donor-atom offset = 0.1713 A
  E(hollow) - E(bridge) = -0.0709 eV = -6.84 kJ/mol
curves exchanged, d/a = 1.10: bridge 90 deg, top 45 deg
top height 2.60 A: top curve at hollow height 0.9044 eV
  minima at d/a = 1.00: bridge 0 deg, bridge 90 deg, hollow 45 deg
d = 6.7082 A: oblique bridge minimum, 63.43 deg from the atom-atom line, E = -1.6000 eV
verified
```
